\section*{Spencer-Fano Equation for Electron Degradation from Particle Balance, part 1}

(Sections cited here and not found follow in the second part.)

\section{The balance of electrons in energy}

\subsection{Definitions and conventions}

A fast electron in a resist loses its energy in separate inelastic collisions. Some of them excite the medium, others ionize it and set a further electron free. All electrons descended from one source electron, together with that electron, form a cascade. The quantity sought is the path length which the whole cascade travels at each kinetic energy, because the mean number of events of every kind follows from it.

Atomic units are used in the algebra, so that an electron of kinetic energy $E$ has speed $v(E)=\sqrt{2E}$. Numbers are given in eV and angstrom. The medium is infinite and homogeneous. The probability that an electron of energy $E$ undergoes process $a$ in a short path $d\ell$ is $\mu_a(E)\,d\ell$, where $\mu_a$ is the inverse mean free path of that process. In a medium with $n$ independent targets per unit volume, $\mu_a=n\sigma_a$ with $\sigma_a$ the cross section. Three kinds of process are admitted.

\begin{itemize}
\item Elastic scattering, with rate $\mu_{\rm el}(E)$, changes the direction and leaves the energy unchanged.
\item Excitation $k$, with rate $\mu_k(E)$, removes the fixed energy $E_k$. It is closed for $E<E_k$.
\item Ionization, with rate $\mu_i(E)$, spends the binding energy $B$ and leaves two free electrons. It is closed for $E<B$.
\end{itemize}

The two electrons that leave an ionization cannot be told apart, so they are named by energy: the slower has energy $\varepsilon$, the faster has the rest. If the incoming energy is $E'$, energy conservation gives the faster electron
\begin{equation}
E_{\rm f}=E'-B-\varepsilon .
\label{eq:fast}
\end{equation}
The requirement $\varepsilon\le E_{\rm f}$ then reads $2\varepsilon\le E'-B$. Let $s(E',\varepsilon)\,d\varepsilon$ be the part of the ionization rate in which the slower electron has energy between $\varepsilon$ and $\varepsilon+d\varepsilon$. Each ionization has one slower electron, hence
\begin{equation}
\mu_i(E')=\int_0^{(E'-B)/2}s(E',\varepsilon)\,d\varepsilon .
\label{eq:mui}
\end{equation}
The total inelastic rate is
\begin{equation}
\mu(E)=\sum_k\mu_k(E)+\mu_i(E).
\label{eq:mutot}
\end{equation}
Elastic scattering is not part of $\mu$. The lowest threshold, $E_c$, is the smallest of the $E_k$ and $B$. It is assumed that $\mu(E)>0$ for every $E>E_c$. Below $E_c$ the model contains no energy loss, and an electron that arrives at $E\le E_c$ is counted as ended.

\subsection{Balance in phase space}

Let $f(\mathbf r,\boldsymbol\Omega,E,t)$ be the mean number of electrons per unit volume, solid angle and energy, with $\boldsymbol\Omega$ the direction of motion. The mean is taken over many cascades, and everything is normalized to one source electron. An electron covers the path $v\,dt$ in the time $dt$, so that process $a$ occurs at the rate $v\mu_a$ per unit time. Counting what enters and leaves a small cell of phase space gives
\begin{equation}
\frac{\partial f}{\partial t}+v\boldsymbol\Omega\cdot\nabla f
=q-v(\mu+\mu_{\rm el})f+g_{\rm el}+\sum_k g_k+g_i .
\label{eq:kinetic}
\end{equation}
Here $q$ is the external source. The second term on the left is the net outflow through the walls of the cell. Every collision removes an electron from its cell, which explains the loss term with $\mu+\mu_{\rm el}$. The terms $g$ describe electrons that enter the cell through a collision.

This balance treats an electron as a particle with a definite energy between independent collisions. It also assumes that no electric field accelerates the electrons, that they do not meet one another, and that so few targets have been excited or ionized that the $\mu_a$ stay constant. Collisions in which an electron gains energy, and capture of electrons above $E_c$, are left out. The particle picture becomes doubtful where the wavelength $2\pi/\sqrt{2E}$ is no longer small compared with the mean free path, which is a concern for the slow end of a cascade.

\subsection{Removing position, direction and time}

The energy balance needs only the number of electrons per unit energy,
\begin{equation}
N(E,t)=\int d^3r\int d\Omega\; f(\mathbf r,\boldsymbol\Omega,E,t).
\label{eq:N}
\end{equation}
Integrate \eqref{eq:kinetic} over all positions and directions. Since $v\boldsymbol\Omega$ does not depend on $\mathbf r$, the flow term is a divergence, and Gauss's theorem turns it into a surface integral:
\begin{equation}
\int d^3r\; v\boldsymbol\Omega\cdot\nabla f
=\oint d\mathbf A\cdot v\boldsymbol\Omega f=0 .
\label{eq:flux}
\end{equation}
The surface may be taken as far out as desired. For a source of limited extent, no electron has reached it at a given finite time, because no speed exceeds that of the highest source energy. In a film with a surface the integral is the number of electrons that escape per unit time, solid angle and energy, and \eqref{eq:flux} fails.

The elastic gain comes from electrons of the same energy and another direction $\boldsymbol\Omega'$. Let $p(\boldsymbol\Omega'\to\boldsymbol\Omega)$ be the normalized distribution of the new direction, $\int p\,d\Omega=1$. Then
\begin{equation}
\int d^3r\,d\Omega\; g_{\rm el}
=\int d^3r\,d\Omega'\; v\mu_{\rm el}f(\boldsymbol\Omega')
\int d\Omega\;p(\boldsymbol\Omega'\to\boldsymbol\Omega)
=v\mu_{\rm el}N .
\label{eq:elastic}
\end{equation}
This equals the integrated elastic loss, and the two cancel whatever the form of $p$. The angular distributions of inelastic collisions integrate to one in the same way, so only their energy dependence remains.

Now integrate over time and define
\begin{equation}
y(E)=\int_{-\infty}^{\infty}v(E)N(E,t)\,dt .
\label{eq:ydef}
\end{equation}
During $dt$ the $N\,dE$ electrons in the interval $dE$ each travel $v\,dt$. Therefore $y(E)\,dE$ is the total path length travelled by the cascade at energies between $E$ and $E+dE$. The function $y$ is the degradation spectrum, with the dimension of length per energy.

The time derivative integrates to $N(E,\infty)-N(E,-\infty)$. The second value is zero because the cascade has not begun. The first is zero for $E>E_c$ by the following argument. Every inelastic event lowers the summed kinetic energy of the cascade by at least $E_c$. A cascade started with energy $E_0$ can therefore contain at most $E_0/E_c$ such events. Since $\mu>0$ above $E_c$, an electron there does not wait forever for its next event, and after the last event no electron is left above $E_c$. At lower energies electrons accumulate in this model, which is why the balance below is restricted to $E>E_c$.

With $S(E)$ the source $q$ integrated over position, direction and time, normalized to $\int S\,dE=1$, equation \eqref{eq:kinetic} has become
\begin{equation}
\mu(E)y(E)=S(E)+\sum_k A_k(E)+A_i(E),\qquad E>E_c .
\label{eq:balance}
\end{equation}
The left side is the number of inelastic collisions per unit energy made at $E$. The right side is the number of arrivals per unit energy at $E$, with $A_k$ from excitation and $A_i$ from ionization. Every electron that arrives must leave again.

A source that runs steadily leads to the same equation. Once the spectrum above $E_c$ has become steady, $\partial f/\partial t=0$ there, and $vN$ for a source of one electron per unit time takes the place of $y$.

\subsection{Arrivals after excitation}

An electron of energy $E'$ that excites process $k$ continues with $E'-E_k$. The path at $E'$ is $y(E')\,dE'$, and it produces $\mu_k(E')y(E')\,dE'$ such events. Their contribution at the final energy $E$ is selected by a delta function:
\begin{equation}
A_k(E)=\int dE'\;\mu_k(E')y(E')\,\delta(E-E'+E_k)
=\mu_k(E+E_k)\,y(E+E_k).
\label{eq:Ak}
\end{equation}
The argument of the delta function has slope $-1$ in $E'$, so no further factor appears. The rate is taken at the energy before the collision. An interval $dE'$ is shifted as a whole and keeps its width, because the loss does not depend on $E'$.

If the losses are spread out, with a rate $m(E',W)\,dW$ for losses between $W$ and $W+dW$, each narrow slice of $W$ acts as one discrete loss. The sum of the terms \eqref{eq:Ak} then becomes $\int m(E+W,W)\,y(E+W)\,dW$.

\subsection{Arrivals after ionization}

An ionization delivers two electrons, and both must be counted. With \eqref{eq:fast},
\begin{equation}
A_i(E)=\int dE'\,y(E')\int_0^{(E'-B)/2}\!d\varepsilon\;s(E',\varepsilon)
\bigl[\delta(E-E'+B+\varepsilon)+\delta(E-\varepsilon)\bigr].
\label{eq:Aidelta}
\end{equation}
The first delta function counts the faster electron, the second the slower one.

For the faster electron the delta function sets $\varepsilon=E'-B-E$. This value must lie in the range of integration. The condition $\varepsilon\ge0$ gives $E'\ge E+B$. The condition $\varepsilon\le(E'-B)/2$ gives
\begin{equation}
E'-B-E\le\tfrac12(E'-B)
\;\Longrightarrow\;
\tfrac12(E'-B)\le E
\;\Longrightarrow\;
E'\le 2E+B .
\label{eq:limits}
\end{equation}
For the slower electron $\varepsilon=E$, and $E\le(E'-B)/2$ gives $E'\ge2E+B$. The two ranges meet at $E'=2E+B$, where both outgoing electrons have the energy $E$.

Inserting both contributions and \eqref{eq:Ak} into \eqref{eq:balance} yields the Spencer-Fano equation,
\begin{align}
\mu(E)y(E)={}&S(E)+\sum_k\mu_k(E+E_k)\,y(E+E_k)\nonumber\\
&+\int_{E+B}^{2E+B}s(E',E'-B-E)\,y(E')\,dE'\nonumber\\
&+\int_{2E+B}^{\infty}s(E',E)\,y(E')\,dE',\qquad E>E_c .
\label{eq:SF}
\end{align}
The last integral is the source of electrons generated by ionization. Unlike $S$ it is not given in advance, since it depends on the spectrum $y$ at higher energies. With several shells, $\mu_i$ and the two integrals are summed over the shells, each with its own $B$ and $s$. The energy $B$ is taken to stay in the medium. If the refilling of a deep shell ejects an Auger electron, that electron needs a source term of its own.

\subsection{One kernel for both outgoing electrons}

The division into faster and slower electrons can be removed from \eqref{eq:SF}. Extend $s$ to the whole range $0<\varepsilon<E'-B$ by reflection about its midpoint:
\begin{equation}
\bar s(E',\varepsilon)=
\begin{cases}
s(E',\varepsilon), & \varepsilon\le (E'-B)/2,\\
s(E',E'-B-\varepsilon), & \varepsilon>(E'-B)/2 .
\end{cases}
\label{eq:sbar}
\end{equation}
In the first integral of \eqref{eq:SF}, $E'<2E+B$ means $E>(E'-B)/2$, and the integrand is $\bar s(E',E)y(E')$ by the second line of \eqref{eq:sbar}. In the last integral it is the same expression by the first line. The equation becomes
\begin{equation}
\mu(E)y(E)=S(E)+\sum_k\mu_k(E+E_k)y(E+E_k)
+\int_{E+B}^{\infty}\bar s(E',E)\,y(E')\,dE' .
\label{eq:SFsym}
\end{equation}
The function $\bar s(E',E)$ is the density of all outgoing electrons at energy $E$. Its upper half has the same integral as its lower half, as the substitution $\varepsilon\to E'-B-\varepsilon$ shows, so with \eqref{eq:mui}
\begin{equation}
\int_0^{E'-B}\bar s(E',\varepsilon)\,d\varepsilon=2\mu_i(E').
\label{eq:two}
\end{equation}
The factor two states that one electron enters an ionization and two leave it. The loss term contains $\mu_i$ once, and the difference is the growth of the cascade. Which outgoing electron is called secondary has no influence on $y$.

Equation \eqref{eq:SFsym} can be solved from the top downward. Every term on its right, apart from $S$, refers to energies at least $E_c$ above $E$. At the highest source energy $E_{\max}$ these terms vanish. In the interval $E_{\max}-E_c<E\le E_{\max}$ one therefore has $y=S/\mu$. The known values then supply the right side in the next interval of width $E_c$, and so on. The solution is unique, and it is nowhere negative because each step adds nonnegative terms and divides by a positive $\mu$.

If some electrons above $E_c$ are captured, with a rate $\mu_{\rm cap}$, the loss side of \eqref{eq:SFsym} becomes $(\mu+\mu_{\rm cap})y$. No arrival term is added, since a captured electron does not reappear. Collisions that return energy to an electron change the structure more deeply: they couple $E$ to lower energies, and the downward solution is then no longer available.

\section{Consequences and a computed cascade}

The balance of electrons in phase space has been reduced to the Spencer-Fano equation for the path length per unit energy, which has a unique, nonnegative solution found from the highest source energy downward. It remains to draw the consequences for event numbers and the energy budget, to compute a cascade, and to see what the spectrum can say about blur.
